# Test-Charge and Electron Screening of a Phonon in Density Functional Theory: a program that tests the result

```python
# Result under test (static linear response, Kohn-Sham theory):
#   classical test charge feels  (1 + v chi) dVext
#   Kohn-Sham electron feels     (1 + (v + fxc) chi) dVext
# so the second matrix screens the Kohn-Sham potential of a phonon, while
# the first screens the ion-ion interaction in the harmonic energy.
# v: Coulomb repulsion; fxc: derivative of the xc potential by density;
# chi: density response to dVext; chi0: response to the Kohn-Sham potential;
# P: response to the classical potential (external + Hartree).
# Model: 1D crystal, interaction 1/sqrt(x^2+b^2), local exchange only.
# Hartree atomic units; potentials are potential energies of an electron.
import numpy as np
from scipy import constants
from scipy.integrate import trapezoid
from scipy.special import k0, k1, iti0k0

a, b, Z = 4.0, 1.0, 2.0          # lattice constant, softening, ion charge
cells, per_cell = 6, 24
N = cells * per_cell
L = cells * a
h = L / N
x = h * np.arange(N)
G = 2 * np.pi * np.fft.fftfreq(N, d=h)
one = np.eye(N)


def fourier_operator(values):
    """Real-space matrix of an operator diagonal in plane waves."""
    m = np.fft.ifft(values[:, None] * np.fft.fft(one, axis=0), axis=0).real
    return 0.5 * (m + m.T)


vG = np.zeros(N)
vG[1:] = 2 * k0(b * np.abs(G[1:]))   # mean potential dropped: neutral cell
vG[N // 2] = 0.0                     # unpaired highest plane wave dropped
v = fourier_operator(vG)
T = fourier_operator(0.5 * G**2)


# Local exchange of the unpolarized uniform gas with the same interaction
def ex(n):
    """Exchange energy per length."""
    X = np.pi * b * n
    return -(X * iti0k0(X)[1] - 1 + X * k1(X)) / (np.pi * b)**2


def vx(n):
    return -iti0k0(np.pi * b * n)[1] / (np.pi * b)


def fx(n):
    return -k0(np.pi * b * n)


# Check exchange against the real-space density-matrix definition
r = np.linspace(0, 400, 400001)
for n_test in (0.3, 0.5, 0.8):
    gamma = n_test * np.sinc(0.5 * n_test * r)
    direct = -0.5 * trapezoid(gamma**2 / np.sqrt(r**2 + b**2), r)
    assert abs(direct - ex(n_test)) < 1e-5
    d = 1e-3
    assert abs((ex(n_test + d) - ex(n_test - d)) / (2*d) - vx(n_test)) < 1e-5
    assert abs((vx(n_test + d) - vx(n_test - d)) / (2*d) - fx(n_test)) < 1e-4


def ion_density(pattern, u, order):
    """Positive ion density, or its derivative of given order in u."""
    X = a * np.arange(cells) + u * pattern
    terms = np.exp(-1j * np.outer(G, X))
    for _ in range(order):
        terms = terms * (-1j * np.outer(G, pattern))
    return (N * np.fft.ifft(Z / L * terms.sum(axis=1))).real


def ground_state(rho, potential):
    """Self-consistent Kohn-Sham ground state for ion density rho."""
    pot = potential.copy()
    for _ in range(600):
        e, c = np.linalg.eigh(T + np.diag(pot))
        occ = c[:, :cells]
        n = 2 * (occ**2).sum(axis=1) / h
        classical = v @ (n - rho)
        new = classical + vx(n)
        if np.max(np.abs(new - pot)) < 1e-10:
            energy = (2 * np.sum(occ * (T @ occ))
                      + 0.5 * h * (n - rho) @ classical + h * ex(n).sum())
            return dict(e=e, c=c, n=n, cl=classical, ks=new, E=energy)
        pot += 0.4 * (new - pot)
    raise AssertionError("self-consistency not reached")


def rel(trial, reference):
    return np.max(np.abs(trial - reference)) / np.max(np.abs(reference))


still = np.zeros(cells)
rho0 = ion_density(still, 0.0, 0)
gs = ground_state(rho0, -0.5 * v @ rho0)
e, c, n0 = gs["e"], gs["c"], gs["n"]

# Response matrices of the undisplaced crystal
pairs = (c[:, :cells, None] * c[:, None, cells:]).reshape(N, -1)
gaps = (e[:cells, None] - e[None, cells:]).ravel()
chi0 = 4 / h * (pairs / gaps) @ pairs.T
F = np.diag(fx(n0))
K = v + F
chi = np.linalg.solve(one - chi0 @ K, chi0)
P = np.linalg.solve(one - chi0 @ F, chi0)
inv_charge = one + v @ chi
inv_electron = one + K @ chi
assert rel(np.linalg.inv(one - K @ chi0), inv_electron) < 1e-8
assert rel(np.linalg.inv(one - v @ P), inv_charge) < 1e-8


def force_constant(pattern, inverse):
    """Second energy derivative per squared pattern norm."""
    r1 = ion_density(pattern, 0.0, 1)
    r2 = ion_density(pattern, 0.0, 2)
    total = h * (r1 @ inverse @ v @ r1 + r2 @ v @ (rho0 - n0))
    return total / (pattern @ pattern)


print("MODEL (hartree atomic units)")
print(f"lattice constant a = {a:.1f} bohr, softening b = {b:.1f} bohr")
print(f"ion charge = {Z:.0f} e, cells = {cells}, grid points = {N}")
print(f"density min, max = {n0.min():.4f}, {n0.max():.4f} 1/bohr")
print(f"fx at density min, max = {fx(n0.min()):.4f}, "
      f"{fx(n0.max()):.4f} hartree bohr")
print(f"Kohn-Sham gap = {e[cells] - e[cells-1]:.4f} hartree")

# Rigid translation: the potential must move with the crystal
iG = 1j * G
iG[N // 2] = 0


def slope(f):
    return np.fft.ifft(iG * np.fft.fft(f)).real


rigid = np.ones(cells)
bare = -v @ ion_density(rigid, 0.0, 1)
err_el = rel(inv_electron @ bare, -slope(gs["ks"]))
err_tc = rel(inv_charge @ bare, -slope(gs["ks"]))
err_cl = rel(inv_charge @ bare, -slope(gs["cl"]))
assert err_el < 1e-4 and err_cl < 1e-4 and err_tc > 1e-2
sum_tc = force_constant(rigid, inv_charge)
sum_el = force_constant(rigid, inv_electron)
assert abs(sum_tc) < 1e-4 and abs(sum_el) > 1e-3
print("RIGID TRANSLATION")
print(f"relative error for -dVKS/dx, electron matrix = {err_el:.1e}")
print(f"relative error for -dVKS/dx, test-charge matrix = {err_tc:.4f}")
print(f"force constant, test-charge matrix = {sum_tc:.1e} hartree/bohr^2")
print(f"force constant, electron matrix = {sum_el:.4f} hartree/bohr^2")

u = 0.01
print(f"PHONONS, finite displacement u = {u:.2f} bohr")
print("amplitudes: coefficient of sin(qx) in dV/du, hartree/bohr")
for m in (1, 2, 3):
    q = 2 * np.pi * m / L
    s = np.cos(q * a * np.arange(cells))
    plus = ground_state(ion_density(s, u, 0), gs["ks"])
    minus = ground_state(ion_density(s, -u, 0), gs["ks"])
    d_ks = (plus["ks"] - minus["ks"]) / (2 * u)
    d_cl = (plus["cl"] - minus["cl"]) / (2 * u)
    d_n = (plus["n"] - minus["n"]) / (2 * u)
    bare = -v @ ion_density(s, 0.0, 1)
    pot_tc, pot_el = inv_charge @ bare, inv_electron @ bare

    # Each matrix gives its own potential, and not the other one
    good, bad = rel(pot_el, d_ks), rel(pot_tc, d_ks)
    assert good < 1e-3 and bad > 1e-2
    assert rel(pot_tc, d_cl) < 1e-3
    # Orbitals respond to the Kohn-Sham potential through chi0
    assert rel(chi0 @ d_ks, d_n) < 1e-3
    assert rel(chi0 @ d_cl, d_n) > 1e-2
    assert rel(P @ d_cl, d_n) < 1e-3

    # The harmonic energy contains the test-charge matrix
    k_fd = (plus["E"] + minus["E"] - 2 * gs["E"]) / u**2 / (s @ s)
    k_tc = force_constant(s, inv_charge)
    k_el = force_constant(s, inv_electron)
    assert abs(k_tc - k_fd) < 2e-4 and abs(k_el - k_fd) > 2e-3

    # Plane-wave elements; unequal crystal wavevectors do not couple
    wave = np.exp(1j * q * x)
    other = np.exp(1j * (q + 2 * np.pi / L) * x)
    head_tc = (wave.conj() @ inv_charge @ wave).real / N
    head_el = (wave.conj() @ inv_electron @ wave).real / N
    assert abs(other.conj() @ inv_electron @ wave) / N < 1e-7
    assert abs(other.conj() @ inv_charge @ wave) / N < 1e-7

    amp = [2 / N * np.sin(q * x) @ f for f in (bare, pot_tc, pot_el, d_ks)]
    print(f"q = {q:.4f} 1/bohr = {q * a / np.pi:.4f} pi/a")
    print(f"  G=G'=0 element: test-charge {head_tc:.4f}, "
          f"electron {head_el:.4f}")
    print(f"  amplitude: bare {amp[0]:.5f}, test-charge {amp[1]:.5f}")
    print(f"  amplitude: electron {amp[2]:.5f}, "
          f"finite-difference VKS {amp[3]:.5f}")
    print(f"  relative error for dVKS: electron {good:.1e}, "
          f"test-charge {bad:.4f}")
    print(f"  force constant (hartree/bohr^2): finite diff. {k_fd:.5f}")
    print(f"    test-charge {k_tc:.5f}, electron {k_el:.5f}")

# Zone-boundary coupling of the lowest valence state to the conduction edge,
# compared with the orbital mixing found in the displaced crystal
low, edge = c[:, 0], c[:, cells]
g_bare, g_tc, g_el = [abs(low @ (f * edge)) for f in (bare, pot_tc, pot_el)]
g_fd = abs(edge @ plus["c"][:, 0]) / u * (e[cells] - e[0])
assert abs(g_el - g_fd) < 2e-3 * g_fd
assert abs(g_tc - g_fd) > 1e-2 * g_fd
to_eV_per_A = (constants.physical_constants["Hartree energy in eV"][0]
               / (constants.physical_constants["Bohr radius"][0] * 1e10))
print("ZONE-BOUNDARY ELECTRON-PHONON MATRIX ELEMENT (hartree/bohr)")
print(f"energy separation of the two states = {e[cells]-e[0]:.4f} hartree")
print(f"bare = {g_bare:.5f}")
print(f"test-charge screened = {g_tc:.5f}")
print(f"electron screened = {g_el:.5f}")
print(f"from orbital mixing = {g_fd:.5f}")
print(f"electron screened, converted = {g_el * to_eV_per_A:.3f} eV/angstrom")
print("OK")
```

Printed output:

```
MODEL (hartree atomic units)
lattice constant a = 4.0 bohr, softening b = 1.0 bohr
ion charge = 2 e, cells = 6, grid points = 144
density min, max = 0.1778, 0.9192 1/bohr
fx at density min, max = -0.8340, -0.0396 hartree bohr
Kohn-Sham gap = 0.3385 hartree
RIGID TRANSLATION
relative error for -dVKS/dx, electron matrix = 3.6e-09
relative error for -dVKS/dx, test-charge matrix = 0.3134
force constant, test-charge matrix = -6.0e-13 hartree/bohr^2
force constant, electron matrix = 0.1205 hartree/bohr^2
PHONONS, finite displacement u = 0.01 bohr
amplitudes: coefficient of sin(qx) in dV/du, hartree/bohr
q = 0.2618 1/bohr = 0.3333 pi/a
  G=G'=0 element: test-charge 0.6916, electron 0.7261
  amplitude: bare -0.39228, test-charge -0.03982
  amplitude: electron -0.08952, finite-difference VKS -0.08952
  relative error for dVKS: electron 1.0e-04, test-charge 0.3153
  force constant (hartree/bohr^2): finite diff. 0.01442
    test-charge 0.01442, electron 0.13129
q = 0.5236 1/bohr = 0.6667 pi/a
  G=G'=0 element: test-charge 0.5838, electron 0.6624
  amplitude: bare -0.46416, test-charge -0.10665
  amplitude: electron -0.18985, finite-difference VKS -0.18985
  relative error for dVKS: electron 1.0e-04, test-charge 0.3556
  force constant (hartree/bohr^2): finite diff. 0.03439
    test-charge 0.03439, electron 0.14790
q = 0.7854 1/bohr = 1.0000 pi/a
  G=G'=0 element: test-charge 0.5888, electron 0.7073
  amplitude: bare -0.90809, test-charge -0.31034
  amplitude: electron -0.51296, finite-difference VKS -0.51295
  relative error for dVKS: electron 1.0e-04, test-charge 0.4046
  force constant (hartree/bohr^2): finite diff. 0.04268
    test-charge 0.04267, electron 0.15507
ZONE-BOUNDARY ELECTRON-PHONON MATRIX ELEMENT (hartree/bohr)
energy separation of the two states = 0.5114 hartree
bare = 0.59765
test-charge screened = 0.22952
electron screened = 0.34785
from orbital mixing = 0.34784
electron screened, converted = 17.887 eV/angstrom
OK
```
